X-ray penetration into silicon at vanishing incidence: limit and first correction

**1. Free electrons and a wave running along the surface**

Let silicon fill the half-space z > 0, and let an X-ray wave travel in vacuum almost parallel to its surface. Take the simplest material first: n free electrons per unit volume, with no absorption. The electric field lies along the surface, perpendicular to the direction of travel, and varies in time as exp(−iωt).

Newton's law for an electron of charge −e, displaced by u, is

−mω² u = −eE, so u = eE/(mω²).

The displacement is in phase with the field, and the polarization is opposed to it:

P = −neu = −ne²E/(mω²).

Since ε₀N²E = ε₀E + P, the squared refractive index is

N² = 1 − ω_p²/ω², ω_p² = ne²/(ε₀m).

It is slightly below one. With k = ω/c = 2π/λ, the field obeys ∇²E + k²N²E = 0. The surface is uniform along x, so the wave keeps its wavenumber k_x there. For a wave running along the surface k_x = k, and inserting E(z)exp(ikx) gives

E'' = k²(1 − N²)E = (ω_p²/c²)E.

The classical electron radius is r_e = e²/(4πε₀mc²), so ω_p²/c² = 4πr_e n. The solution that stays finite deep inside is

E ∝ exp(−κ₀z), κ₀ = √(4πr_e n).

Intensity goes as |E|² ∝ exp(−2κ₀z). Its 1/e depth is therefore

Λ₀ = 1/(2κ₀) = 1/[4√(πr_e n)] = c/(2ω_p).

The amplitude depth is twice this. The wavelength has cancelled: a shorter wave sees a weaker index decrement, but its larger k makes up for it.

A silicon cubic cell of edge 0.54310 nm holds 8 atoms of 14 electrons, so n = 112/(0.54310 nm)³ = 699.2 nm⁻³. With r_e = 2.8179×10⁻⁶ nm,

κ₀² = 4π × 2.8179×10⁻⁶ × 699.2 nm⁻² = 0.02476 nm⁻²,
κ₀ = 0.1574 nm⁻¹, Λ₀ = 3.18 nm (60 bohr).

No absorption has entered. The wave decays because its wavenumber along the surface, k, exceeds the largest value kN that a propagating wave in the crystal could have.

**2. Does the layering of the atoms matter?**

The depth spans about 23 of the (001) atomic planes, whose spacing is d = 0.1358 nm. To see whether a uniform density is good enough, put all electrons into thin sheets at this spacing, each with nd electrons per unit area. Between sheets a wave running along the surface has E'' = 0, so E is a straight line in z. Integrating E'' = 4πr_e n(z)E across one sheet gives a jump of slope

ΔE' = 4πr_e nd E = κ₀²d E.

The slopes on the two sides of sheet j are (E_{j+1} − E_j)/d and (E_j − E_{j−1})/d. Hence

E_{j+1} − 2E_j + E_{j−1} = κ₀²d² E_j.

With E_j ∝ exp(−jκd) this becomes

2cosh(κd) − 2 = κ₀²d².

Expanding the left side gives κ²d²(1 + κ²d²/12 + …) = κ₀²d², so

κ = κ₀(1 − κ₀²d²/24 + …).

Here κ₀d = 0.0214, and the depth grows by 2 parts in 10⁵. This figure is for vanishing angle; at the critical angle the effect of the sheets rises to about 0.1 percent (Section 6). The layering can therefore be ignored here, away from Bragg conditions. The sheets are uniform in their own plane, so this estimate does not cover the arrangement of atoms within a plane. At a Bragg condition a second strong wave is excited in the crystal, and a single averaged field no longer suffices.

**3. Adding absorption and a finite angle**

Let θ denote the sine of the glancing angle. At the angles used here it equals the angle in radians to within a few parts in 10⁵. Write the index as

N² = 1 − 2δ + 2iβ, 2δ = ω_p²/ω² = r_e λ²n/π.

The last form follows from 4πr_e n/k² with k = 2π/λ. To connect β with the absorption coefficient μ, consider a wave deep in the bulk, exp(ikNs) along a path s. To leading order N = 1 − δ + iβ, so the intensity falls as exp(−2kβs), and

μ = 2kβ = 4πβ/λ.

Now k_x² = k²(1 − θ²), and the wave equation in the crystal becomes

E'' + k²(θ² − 2δ + 2iβ)E = 0.

Its decaying solution is E = t exp(ikqz), where

q² = θ² − 2δ + 2iβ, Im q > 0,
Λ(θ) = 1/(2k Im q).

The other polarization has the same Λ, because each field component in the uniform crystal obeys the same wave equation.

To extract Im q, set q = a + ib. Real and imaginary parts of q² give

a² − b² = θ² − 2δ, 2ab = 2β,

while a² + b² = |q²|. Subtracting the first relation from the last and halving,

b² = ½{√[(2δ − θ²)² + 4β²] + 2δ − θ²}.

This holds at all small angles. The asymptotic results are its limits.

**4. Vanishing angle and the first correction**

At θ = 0,

b² = δ + √(δ² + β²).

Let ε = β/δ. For small ε,

√(δ² + β²) = δ(1 + ε²/2 − …),
b² = 2δ(1 + ε²/4 − …),
b = θ_c(1 + ε²/8 − …), θ_c = √(2δ).

Since 2kθ_c = 4πθ_c/λ,

Λ = Λ₀(1 − ε²/8 + …), Λ₀ = λ/(4πθ_c).

Substituting θ_c = λ√(r_e n/π) recovers the form of Section 1. The neglected terms start at ε⁴.

The correction has no term linear in β, for a simple reason. Without absorption q is purely imaginary, q = iθ_c. A small imaginary addition 2iβ to q² = −θ_c² changes q by

Δq = 2iβ/(2iθ_c) = β/θ_c,

which is real. At first order absorption gives the wave a slow phase advance into the crystal, and with it an inward flow of energy. Its decay rate changes at second order.

For copper K-alpha1, λ = 0.15406 nm, and

δ = r_e λ²n/(2π) = 7.44×10⁻⁶, θ_c = √(2δ) = 3.86 mrad (0.221°).

The attenuation length 1/μ is taken as roughly 70 µm. Then

β = 0.15406 nm/(4π × 70 000 nm) = 1.75×10⁻⁷,
ε = 0.0235, ε²/8 = 6.9×10⁻⁵.

Absorption shortens the limiting depth by 7 parts in 10⁵. This was tested on the stack of sheets, with the sheets given an absorptive response: the depth was 3.1778 nm without absorption and 3.1775 nm with it, a fractional change of 6.92×10⁻⁵, equal to the formula at this precision. These digits serve the comparison of two models and are not a claim about a real crystal.

**5. The opposite limit, and what sets the depth**

Suppose now that β ≫ δ. At θ = 0,

b² = δ + β√(1 + δ²/β²) = β + δ + …,
Λ = [λ/(4π√β)](1 − δ/(2β) + …).

Here absorption sets the depth, and the phase response supplies the correction. Silicon is far from this limit, but the limit answers a useful question: how deep would the field reach if silicon kept its β and lost its δ? The answer is

λ/(4π√β) = 0.15406 nm/(4π × 4.18×10⁻⁴) = 29.3 nm,

about nine times the actual depth. Removing β and keeping δ leaves the depth at 3.18 nm. In this sense the limiting depth is set by evanescence, through the phase response of the electrons, and not by photoelectric absorption.

The geometric estimate is different again. A straight ray at angle θ that loses intensity over a path 1/μ reaches the depth θ/μ. At θ = 0.1θ_c = 0.386 mrad this gives

3.858×10⁻⁴ × 70 000 nm = 27 nm,

whereas the intensity decays over 3.19 nm. As θ → 0 the geometric estimate falls to zero, while the true depth tends to Λ₀. The estimate fails because no refracted ray exists in this range.

**6. Approaching and crossing the critical angle**

Let D = θ_c² − θ². Below the critical angle, with D ≫ β, expansion of the square root in b² gives

b² = ½[D(1 + 2β²/D²) + D] = D + β²/D,

and therefore

Λ(θ) = [1/(2k√D)][1 − β²/(2D²) + …].

Without the absorption term,

Λ(θ) = Λ₀/√(1 − θ²/θ_c²) = Λ₀[1 + θ²/(2θ_c²) + …].

This is the first correction in angle. At 0.1θ_c it is +0.5 percent, already far larger than the absorption correction. The two have opposite signs and equal size where θ²/(2θ_c²) = ε²/8, that is at θ = εθ_c/2, about 0.012θ_c.

At the critical angle D = 0 and the expansion fails. There q² = 2iβ, so q = (1 + i)√β and

Λ(θ_c) = 1/(2k√β) = λ/(4π√β) = 29.3 nm.

This is the same depth as in the imagined crystal with δ = 0 at θ = 0, because in both cases nothing but 2iβ remains in q². The transition is narrow: D is comparable with 2β when |θ − θ_c| is about β/θ_c, which is roughly 1 percent of θ_c.

Well above the critical angle put D' = θ² − θ_c² ≫ β. Then

q = √D' + iβ/√D' + …,
Λ = √D'/(2kβ) = √(θ² − θ_c²)/μ.

This is the geometric estimate with the refracted angle in place of the incident one. At 3θ_c it gives √8 × 3.858×10⁻³ × 70 µm = 0.764 µm. Absorption now controls the depth.

The full formula gives, for silicon:

0.1θ_c: 3.19 nm
0.5θ_c: 3.67 nm
0.9θ_c: 7.28 nm
1.0θ_c: 29.3 nm
1.5θ_c: 302 nm

The sheet calculation was tested against it at these angles and at 3θ_c; the largest difference, at θ_c, was 0.1 percent.

**7. How much field enters, and where the energy goes**

The depth describes the shape of the profile. Its height follows from continuity of E and E' at the surface. With incident amplitude 1 and reflected amplitude r,

1 + r = t, θ(1 − r) = qt.

Multiplying the first relation by θ and adding the second gives 2θ = (θ + q)t, so t = 2θ/(θ + q). Below θ_c and without absorption, q = i√(θ_c² − θ²), hence |θ + q|² = θ² + θ_c² − θ² = θ_c², and

|t|² = 4θ²/θ_c².

The surface intensity vanishes as θ → 0, where r → −1 and the incident and reflected waves cancel at the surface. Thus Λ₀ is the limiting depth of an ever weaker field. At 0.1θ_c the surface intensity is 0.040 of the incident intensity.

For the energy balance define the inward flux J = Im(E*E')/k, which equals θ for the incident wave. From the wave equation,

J' = Im(E*E'')/k = −2kβ|E|² = −μ|E|².

The absorbed fraction of the incident power is therefore

A = (μ/θ)∫₀^∞ |t|² exp(−z/Λ) dz = μ|t|²Λ/θ.

Insert μ = 4πβ/λ, |t|² = 4θ²/θ_c² and Λ = λ/[4π√(θ_c² − θ²)]:

A = 4θβ/[θ_c²√(θ_c² − θ²)].

This is the leading order in β and requires θ_c² − θ² ≫ β; close to θ_c it overestimates A and finally diverges, and the full q must be used. At 0.1θ_c, using θ_c² = 2δ,

A = 0.4 × (β/2δ)/√0.99 = 0.4 × 0.0118/0.995 = 0.0047.

Summing the loss over the absorbing sheets also gives 0.0047, with reflectivity 0.9953. The field dies within nanometres, yet more than 99 percent of the power returns to the vacuum. Decay of intensity with depth is not by itself a measure of absorbed power.

**8. A larger correction: the binding of the K electrons**

The free-electron response is itself approximate. An electron with resonance frequency ω' responds with a strength, relative to a free one, of

ω²/(ω² − ω'²) = 1 + ω'²/(ω² − ω'²).

Let g(ω')dω' be the number of electrons per atom, counted by oscillator strength, with resonances in dω'. The effective electron number Z = 14 is then shifted by

f' = P∫ g(ω')ω'²/(ω² − ω'²) dω',

where P denotes the principal value. With infinitesimal damping the same resonances give an absorptive part f₂(ω) = (π/2)ωg(ω), since the delta function δ(ω² − ω'²) contributes 1/(2ω). The complex number Z + f' − if₂ replaces Z in N², so 2β = r_e λ²n_at f₂/π, with n_at = n/14 the atomic density. Hence

f₂ = μ/(2r_e λn_at) = 0.329.

As a rough model, assign all absorption to the K shell, with an edge at ω_K (1.84 keV, a rough value) and a cross-section falling as ω'⁻³ above it. The cross-section is proportional to f₂/ω, so f₂(ω') = f₂(ω)(ω/ω')², and

f' = (2/π)f₂ω² P∫_{ω_K}^∞ dω'/[ω'(ω² − ω'²)].

An antiderivative of the integrand is ln[ω'²/|ω² − ω'²|]/(2ω²). It vanishes at infinity, and its singular parts on the two sides of ω cancel. The lower limit leaves

f' = (f₂/π) ln(ω²/ω_K² − 1).

At the photon energy 8.048 keV,

f' = (0.329/π) ln[(8.048/1.84)² − 1] = 0.105 × 2.90 = 0.304.

Since Λ₀ ∝ (Z + f')^(−1/2), the relative change is −f'/(2Z) = −0.304/28 = −1.1 percent, and the depth becomes 3.14 nm in this model. The model overstates the shift somewhat: its ω'⁻³ law, continued down to the edge, gives the K shell an oscillator strength of (f₂/π)(ω/ω_K)² = 2.0 electrons, more than the K continuum of a real atom carries. Tabulated values of f' for silicon at this line lie nearer 0.25, which gives about 3.15 nm. The safe statement is a shortening of about one percent. This exceeds the direct effect of absorption more than a hundredfold. The bound electrons, chiefly but not only those of the K shell, thus affect the depth mainly through their phase response. Since f' depends on photon energy, the cancellation of the wavelength in Λ₀ holds only to about a percent even well above the edge, and near an absorption edge, where f' varies strongly, it no longer holds.

**9. The model beside a real silicon surface**

A critical angle near 0.22° and a limiting depth of about 3 nm are typical for silicon at this X-ray line. A silicon wafer kept in air carries a native oxide, which the model omits. Take a layer 1.49 nm thick with a rough density of 2.2 g/cm³. It has 661 electrons per nm³ and a limiting depth of 3.27 nm, close to that of silicon. The decay length hardly changes, but the oxide occupies part of the probed region: at 0.1θ_c the intensity at the top of the crystal is 0.63 of that at the oxide surface. For work on the outermost crystal planes this loss matters more than the one-percent binding correction.

The limit θ → 0 is also approached and not reached. At 0.1θ_c a beam 10 µm high spreads over

0.010 mm/(3.858×10⁻⁴) = 26 mm

of surface, so a smaller sample intercepts only part of it. A real beam contains a range of angles, and well below θ_c the surface intensity grows nearly as θ², so the steeper rays, which reach deeper, carry more weight. For a depth within 20 percent of Λ₀, the formula of Section 6 requires the rays to stay below about 0.55θ_c, on a flat, clean surface.

Roughness and Bragg-excited waves are not included. Neither is the escape of a diffracted wave at a grazing exit angle, so Λ describes the field inside the crystal and not the depth from which a detector collects its signal. The computed values are collected in the numerical output that follows.

Computed results

```
wavelength: 0.15406 nm
photon energy: 8.048 keV
silicon lattice parameter: 0.54310 nm
classical electron radius: 2.8179e-06 nm
electron density: 699.2 per nm^3
plasma energy: 31.05 eV
attenuation length (rough input): 70 um
delta: 7.442e-06
beta: 1.751e-07
beta/delta: 0.0235
critical angle: 3.858 mrad
critical angle: 0.221 degree
limiting intensity depth, formula: 3.1777 nm
limiting intensity depth, sheets: 3.1775 nm
limiting intensity depth: 60.0 bohr
limiting amplitude depth: 6.355 nm
(001) plane spacing: 0.1358 nm
planes within limiting depth: 23.4
depth without absorption, sheets: 3.1778 nm
fractional change by absorption, sheets: 6.92e-05
fractional change by absorption, formula: 6.92e-05
depth with absorption only, sheets: 29.29 nm
depth with absorption only, formula: 29.29 nm
depth at 0.1 critical angle: sheets 3.19 nm, formula 3.19 nm
depth at 0.5 critical angle: sheets 3.67 nm, formula 3.67 nm
depth at 0.9 critical angle: sheets 7.28 nm, formula 7.28 nm
depth at 1.0 critical angle: sheets 29.32 nm, formula 29.29 nm
depth at 1.5 critical angle: sheets 301.98 nm, formula 301.95 nm
depth at 3.0 critical angle: sheets 763.91 nm, formula 763.85 nm
refracted path estimate at 3.0 critical angle: 763.9 nm
At 0.1 critical angle:
  glancing angle: 0.3858 mrad
  geometric guess theta/mu: 27.01 nm
  surface intensity/incident, sheets: 0.03990
  surface intensity/incident, formula: 0.04000
  absorbed fraction, sheets: 0.00472
  absorbed fraction, formula: 0.00473
  reflectivity, sheets: 0.99528
  footprint of a 10 um beam: 25.9 mm
K edge (rough input): 1.84 keV
absorptive response f2: 0.329 electrons per atom
K-shell binding shift of response: 0.304 electrons per atom
limiting depth with binding shift: 3.144 nm
oxide mass density (rough input): 2.2 g/cm^3
oxide electron density: 661 per nm^3
limiting depth in oxide: 3.27 nm
oxide thickness in model: 1.49 nm
intensity left below oxide / at top: 0.628
```
